# Proper and Improper Piezoelectric Tensors and the Charge of Wurtzite Interfaces: test program

```python
"""Proper and improper piezoelectric tensors and the charge of a wurtzite interface.

Result under test (charge unit e, strain r_j -> r_j + eps_jk r_k):
    proper_ijk = improper_ijk + delta_jk P_i - delta_ij P_k
is independent of the branch of the formal polarisation P, and a coherent
interface (substrate S below, layer L above) carries sigma = (phi_S - phi_L)/A_S.
phi_a : reduced polarisation, P = sum_a phi_a R_a / volume, defined modulo 1
A     : in-plane cell area;  H : planar hexagonal reference;  Z : cubic zincblende
Model : cation s and anion p orbitals, spin-paired electrons, core charges +3.
"""
import numpy as np
from scipy import constants

CORE = 3.0                    # core charge of each atom, e
HOP, BOND, DECAY = 2.0, 1.95, 0.6   # eV, angstrom, angstrom
CUTOFF = 3.6                  # angstrom, lies between neighbour shells
N_TRANS, N_STRING = 8, 20
STEP = 5e-4                   # strain step of central differences
SUB = dict(a=3.20, c=5.15, s=4.0, p=-4.0)
LAY = dict(a=3.23, c=5.17, s=3.0, p=-3.0)
RELAX = 0.5                   # eps3 = -RELAX * eps1
SHIFTS = np.array([[i, j, k] for i in range(-2, 3)
                   for j in range(-2, 3) for k in range(-2, 3)])


def make_crystal(cell, cations, anions, s_levels, p_levels):
    """Collect geometry, on-site energies and cation-anion hoppings."""
    cations, anions = np.array(cations, float), np.array(anions, float)
    n_cat, n_an = len(cations), len(anions)
    frac = (anions[None, None] + SHIFTS[:, None, None]
            - cations[None, :, None])
    vec = frac @ cell
    dist = np.linalg.norm(vec, axis=-1)
    bonds = []
    for r, i, j in np.argwhere(dist < CUTOFF):
        d = dist[r, i, j]
        hop = HOP * np.exp((BOND - d) / DECAY) * vec[r, i, j] / d
        bonds.append((SHIFTS[r], i, n_cat + 3 * j, hop))
    levels = np.concatenate([np.broadcast_to(s_levels, n_cat),
                             np.repeat(np.broadcast_to(p_levels, n_an), 3)])
    sites = np.vstack([cations, np.repeat(anions, 3, axis=0)])
    return dict(cell=cell, cat=cations, an=anions, levels=levels,
                sites=sites, bonds=bonds, n_occ=3 * n_an)


def hex_cell(a, c):
    return np.array([[a, 0, 0], [-a / 2, np.sqrt(3) * a / 2, 0], [0, 0, c]])


def area(crystal):
    return np.linalg.norm(np.cross(crystal['cell'][0], crystal['cell'][1]))


def wurtzite(mat, deform=np.eye(3), u=None, moved=(0, 0, 0)):
    """Wurtzite under deformation; 'moved' relocates one cation by a lattice vector."""
    cell = hex_cell(mat['a'], mat['c']) @ np.asarray(deform).T
    if u is None:             # equal-bond rule, invariant under rotations
        base = np.linalg.norm(np.cross(cell[0], cell[1]))
        u = 0.25 + 2 * base / np.sqrt(3) / (3 * cell[2] @ cell[2])
    cations = np.array([[1/3, 2/3, 1.0], [2/3, 1/3, 0.5]])
    cations[1] += moved
    anions = [[1/3, 2/3, u], [2/3, 1/3, 0.5 + u]]
    return make_crystal(cell, cations, anions, mat['s'], mat['p'])


def zincblende(mat, a):
    """Cubic crystal in a three-bilayer hexagonal cell with in-plane constant a."""
    cell = hex_cell(a, 3 * np.sqrt(2 / 3) * a)
    xy = [(0, 0), (1/3, 2/3), (2/3, 1/3)]
    cations = [[*xy[(n + 1) % 3], (n + 1) / 3] for n in range(3)]
    anions = [[*xy[n], n / 3 + 0.25] for n in range(3)]
    return make_crystal(cell, cations, anions, mat['s'], mat['p'])


def hamiltonian(crystal, kpts, derivative_axis=None):
    n = len(crystal['levels'])
    ham = np.zeros((len(kpts), n, n), complex)
    for shift, i, j, hop in crystal['bonds']:
        phase = np.exp(2j * np.pi * (kpts @ shift))
        if derivative_axis is not None:
            phase = phase * 1j * shift[derivative_axis]
        ham[:, i, j:j + 3] += phase[:, None] * hop
    ham = ham + ham.conj().transpose(0, 2, 1)
    if derivative_axis is None:
        ham[:, np.arange(n), np.arange(n)] += crystal['levels']
    return ham


def string_mesh(axis, n_trans):
    t, s = np.arange(n_trans) / n_trans, np.arange(N_STRING) / N_STRING
    grid = np.stack(np.meshgrid(t, t, s, indexing='ij'), -1).reshape(-1, 3)
    kpts = np.empty_like(grid)
    kpts[:, [b for b in range(3) if b != axis]] = grid[:, :2]
    kpts[:, axis] = grid[:, 2]
    return kpts


def reduced_polarization(crystal, axis, n_trans=N_TRANS):
    """Berry phase; Wannier centres are measured from the anions."""
    _, vec = np.linalg.eigh(hamiltonian(crystal, string_mesh(axis, n_trans)))
    occ = vec[:, :, :crystal['n_occ']]
    occ = occ.reshape(n_trans**2, N_STRING, *occ.shape[1:])
    anchor = 3 * crystal['an'][:, axis].sum()
    offsets = []
    for stride in (1, 2):     # two spacings remove the leading mesh error
        left = occ[:, ::stride]
        phase = np.exp(-2j * np.pi * stride / N_STRING
                       * crystal['sites'][:, axis])
        right = phase[:, None] * np.roll(left, -1, axis=1)
        links = np.linalg.det(left.conj().swapaxes(-1, -2) @ right)
        angle = np.angle(np.prod(links, axis=1)
                         * np.exp(2j * np.pi * anchor))
        assert np.max(np.abs(angle)) < 2.5   # no jump between strings
        offsets.append(-angle.mean() / (2 * np.pi))
    offset = (4 * offsets[0] - offsets[1]) / 3
    ionic = CORE * (crystal['cat'][:, axis].sum()
                    - crystal['an'][:, axis].sum())
    return ionic - 2 * offset


def phi3(crystal, n_trans=N_TRANS):
    return reduced_polarization(crystal, 2, n_trans)


def polarization(crystal):
    phi = np.array([reduced_polarization(crystal, b) for b in range(3)])
    return phi @ crystal['cell'] / np.linalg.det(crystal['cell'])


def strained(j, k, amount):
    deform = np.eye(3)
    deform[j, k] += amount
    return deform


def improper_column(j, k, moved=(0, 0, 0)):
    plus = polarization(wurtzite(LAY, strained(j, k, STEP), moved=moved))
    minus = polarization(wurtzite(LAY, strained(j, k, -STEP), moved=moved))
    return (plus - minus) / (2 * STEP)


def response_tensor():
    """Adiabatic current response; no polarisation value is used."""
    base = wurtzite(LAY)
    n_occ, sites = base['n_occ'], base['sites']
    slope = np.zeros((3, 3, 3))          # d phi_a / d eps_jk
    for axis in range(3):
        kpts = string_mesh(axis, N_TRANS)
        energy, vec = np.linalg.eigh(hamiltonian(base, kpts))
        occ, emp = vec[:, :, :n_occ], vec[:, :, n_occ:]
        occ_h = occ.conj().swapaxes(1, 2)
        emp_h = emp.conj().swapaxes(1, 2)
        gap = energy[:, :n_occ, None] - energy[:, None, n_occ:]
        velocity = emp_h @ hamiltonian(base, kpts, axis) @ occ
        position = emp_h @ (sites[:, axis, None] * occ)
        covariant = (velocity.swapaxes(1, 2) / gap
                     - 1j * position.swapaxes(1, 2))
        for j in range(3):
            for k in range(3):
                up = wurtzite(LAY, strained(j, k, STEP))
                down = wurtzite(LAY, strained(j, k, -STEP))
                d_ham = (hamiltonian(up, kpts)
                         - hamiltonian(down, kpts)) / (2 * STEP)
                d_site = (up['sites'] - down['sites'])[:, axis] / (2 * STEP)
                mixing = (occ_h @ d_ham @ emp) / gap
                centre = -2 * np.imag(mixing * covariant).sum((1, 2))
                centre += (np.abs(occ)**2 * d_site[:, None]).sum((1, 2))
                ions = sum((up[x] - down[x])[:, axis].sum()
                           for x in ('cat', 'an')) / (2 * STEP)
                slope[axis, j, k] = CORE * ions - 2 * centre.mean()
    return (np.einsum('ajk,ai->ijk', slope, base['cell'])
            / np.linalg.det(base['cell']))


def count_interface_charge(lower, upper, n_cells=8):
    """Diagonalise a superlattice and count charge per interface cell."""
    z, cations, anions, s_lev, p_lev = 0.0, [], [], [], []
    for crystal, mat in [(lower, SUB)] * n_cells + [(upper, LAY)] * n_cells:
        c, u = crystal['cell'][2, 2], crystal['an'][0, 2]
        cations += [[1/3, 2/3, z], [2/3, 1/3, z + c / 2]]
        anions += [[1/3, 2/3, z + u * c], [2/3, 1/3, z + (0.5 + u) * c]]
        s_lev += [mat['s']] * 2
        p_lev += [mat['p']] * 2
        z += c
    cations, anions = np.array(cations), np.array(anions)
    heights = np.concatenate([cations[:, 2], anions[:, 2]])
    cations[:, 2] /= z
    anions[:, 2] /= z
    cell = lower['cell'].copy()
    cell[2] = [0, 0, z]
    crystal = make_crystal(cell, cations, anions, s_lev, p_lev)
    t = np.arange(N_TRANS) / N_TRANS
    kpts = np.array([[x, y, 0.0] for x in t for y in t])
    energy, vec = np.linalg.eigh(hamiltonian(crystal, kpts))
    n_occ, n_cat = crystal['n_occ'], len(cations)
    filling = 2 * (np.abs(vec[:, :, :n_occ])**2).sum(2).mean(0)
    charge = CORE - np.concatenate(
        [filling[:n_cat], filling[n_cat:].reshape(-1, 3).sum(1)])
    c_low, c_up = lower['cell'][2, 2], upper['cell'][2, 2]
    joint, mid = n_cells * c_low, n_cells / 2
    window = np.interp(heights, [(mid - 0.5) * c_low, (mid + 0.5) * c_low,
                                 joint + (mid - 0.5) * c_up,
                                 joint + (mid + 0.5) * c_up], [0, 1, 1, 0])
    gap = energy[:, n_occ].min() - energy[:, n_occ - 1].max()
    return charge @ window, gap


# Tensor relation: Berry-phase differences against the current response.
layer, substrate = wurtzite(LAY), wurtzite(SUB)
P = polarization(layer)
improper = np.zeros((3, 3, 3))
for j in range(3):
    for k in range(3):
        improper[:, j, k] = improper_column(j, k)
delta = np.eye(3)
converted = (improper + np.einsum('jk,i->ijk', delta, P)
             - np.einsum('ij,k->ijk', delta, P))
proper = response_tensor()
tensor_error = np.max(np.abs(converted - proper))
assert tensor_error < 2e-4
assert np.max(np.abs(proper - proper.swapaxes(1, 2))) < 1e-5

# Branch change: one cation core is described in another cell.
MOVE = (1, 0, 1)
P_other = polarization(wurtzite(LAY, moved=MOVE))
jump = P_other - P
quantum = CORE * np.array(MOVE) @ layer['cell'] / np.linalg.det(layer['cell'])
assert np.allclose(jump, quantum, atol=1e-8)
branch_proper, branch_improper = 0.0, 0.0
for j, k in ((0, 0), (2, 2), (0, 2)):
    other = improper_column(j, k, MOVE)
    other_proper = other + delta[j, k] * P_other - delta[:, j] * P_other[k]
    branch_proper = max(branch_proper,
                        np.max(np.abs(other_proper - converted[:, j, k])))
    change = other - improper[:, j, k]
    branch_improper = max(branch_improper, np.max(np.abs(change)))
    assert np.allclose(change, delta[:, j] * quantum[k]
                       - delta[j, k] * quantum, atol=1e-5)
assert branch_proper < 1e-6 and branch_improper > 0.1
other_31 = improper_column(0, 0, MOVE)[2]

# Reference structures and a gapped path from planar to wurtzite.
A_L, A_S = area(layer), area(substrate)
phi_L, phi_S = phi3(layer), phi3(substrate)
u_L = layer['an'][0, 2]
path = [phi3(wurtzite(LAY, u=u)) for u in np.linspace(0.5, u_L, 6)]
phi_H = path[0]
phi_Z = phi3(zincblende(LAY, LAY['a']))
phi_Z_sub = phi3(zincblende(SUB, SUB['a']))
assert abs(phi_H) < 1e-6 and np.max(np.abs(np.diff(path))) < 0.4
assert abs(phi_Z - 0.75) < 1e-3 and abs(phi_Z_sub - 0.75) < 1e-3
mesh_change = abs(phi3(layer, 12) - phi_L)
assert mesh_change < 5e-4

e31, e33, e15 = proper[2, 0, 0], proper[2, 2, 2], proper[0, 0, 2]


def effective(strain, kind):
    wz = wurtzite(LAY, np.diag([1 + strain, 1 + strain, 1]))
    if kind == 'H':
        ref = wurtzite(LAY, np.diag([1 + strain, 1 + strain, 1]), u=0.5)
    else:
        ref = zincblende(LAY, LAY['a'] * (1 + strain))
    return (phi3(wz) - phi3(ref)) / area(wz)


slopes = {}
for kind in ('H', 'Z'):
    slopes[kind] = (effective(STEP, kind)
                    - effective(-STEP, kind)) / (4 * STEP)
    assert abs(slopes[kind] - (e31 - effective(0.0, kind))) < 1e-4

# Coherent layer: direct charge count against bulk polarisations.
eps1 = (SUB['a'] - LAY['a']) / LAY['a']
eps3 = -RELAX * eps1


def coherent(scale):
    return wurtzite(LAY, np.diag([1 + scale * eps1, 1 + scale * eps1,
                                  1 + scale * eps3]))


layer_coh = coherent(1.0)
phi_coh = phi3(layer_coh)
counted, gap = count_interface_charge(substrate, layer_coh)
assert gap > 1.0
assert abs(counted - (phi_S - phi_coh)) < 1e-4
sigma = counted / A_S

PH_L, PH_S = phi_L / A_L, phi_S / A_S
PZ_L, PZ_S = (phi_L - phi_Z) / A_L, (phi_S - phi_Z_sub) / A_S


def recipe(p_sub, p_lay, constant31):
    return p_sub - p_lay - constant31 * 2 * eps1 - e33 * eps3


reference_term = phi_Z_sub / A_S - phi_Z / A_L
H_improper = recipe(PH_S, PH_L, e31 - PH_L)
Z_rescaled = recipe(PZ_S, PZ_L, e31 - PZ_L)
Z_fixed = recipe(PZ_S, PZ_L, e31 - PH_L) + reference_term
per_cell = (phi_S - phi_L - A_L * (2 * e31 * eps1 + e33 * eps3)) / A_S
H_proper = recipe(PH_S, PH_L, e31)
Z_proper = recipe(PZ_S, PZ_L, e31)
Z_uncorrected = recipe(PZ_S, PZ_L, e31 - PH_L)
second_order = 20 * eps1**2 / A_S      # size allowed for neglected terms
for value in (H_improper, Z_rescaled, Z_fixed, per_cell):
    assert abs(value - sigma) < second_order
for value in (H_proper, Z_uncorrected):
    assert abs(value - sigma) > 5 * abs(H_improper - sigma)


def linear_residual(scale):
    linear = PH_L + scale * (2 * (e31 - PH_L) * eps1 + e33 * eps3)
    return phi3(coherent(scale)) / area(coherent(scale)) - linear


residual_ratio = linear_residual(1.0) / linear_residual(0.5)
assert 3.0 < residual_ratio < 5.0      # error is quadratic in strain

SI = constants.e / constants.angstrom**2


def show(label, value, unit='', digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


for name, mat in (('substrate', SUB), ('layer', LAY)):
    print(f"{name} a, c: {mat['a']:.2f}, {mat['c']:.2f} angstrom")
    print(f"{name} s, p levels: {mat['s']:.1f}, {mat['p']:.1f} eV")
print(f"hopping {HOP:.1f} eV at {BOND:.2f} angstrom, decay {DECAY:.1f} angstrom")
show('hopping cutoff', CUTOFF, 'angstrom', 1)
show('substrate u', substrate['an'][0, 2])
show('relaxed layer u', u_L)
show('coherent layer u', layer_coh['an'][0, 2])
show('substrate cell area', A_S, 'angstrom^2')
show('relaxed layer cell area', A_L, 'angstrom^2')
show('phi substrate', phi_S, 'e')
show('phi relaxed layer', phi_L, 'e')
show('phi coherent layer', phi_coh, 'e')
show('phi planar reference', abs(phi_H), 'e')
show('phi zincblende reference', phi_Z, 'e')
print(f"phi change on finer mesh: {mesh_change:.1e} e")
show('P_H substrate', PH_S, 'e/angstrom^2', 6)
show('P_H layer', PH_L, 'e/angstrom^2', 6)
show('P_Z substrate', PZ_S, 'e/angstrom^2', 6)
show('P_Z layer', PZ_L, 'e/angstrom^2', 6)
show('proper e31', e31, 'e/angstrom^2', 6)
show('proper e33', e33, 'e/angstrom^2', 6)
show('proper e15', e15, 'e/angstrom^2', 6)
show('improper c31, H branch', improper[2, 0, 0], 'e/angstrom^2', 6)
show('improper c31, moved-ion branch', other_31, 'e/angstrom^2', 6)
show('improper c33', improper[2, 2, 2], 'e/angstrom^2', 6)
show('improper c113', improper[0, 0, 2], 'e/angstrom^2', 6)
show('improper c131', improper[0, 2, 0], 'e/angstrom^2', 6)
show('slope of P_H per eps1', slopes['H'], 'e/angstrom^2', 6)
show('slope of P_Z per eps1', slopes['Z'], 'e/angstrom^2', 6)
print(f"largest tensor mismatch: {tensor_error:.1e} e/angstrom^2")
print(f"branch change of proper: {branch_proper:.1e} e/angstrom^2")
show('largest branch change of improper', branch_improper, 'e/angstrom^2')
show('eps1 = eps2', eps1, '', 6)
show('eps3', eps3, '', 6)
show('superlattice gap', gap, 'eV', 3)
show('counted charge per cell', counted, 'e', 6)
show('bulk phi difference', phi_S - phi_coh, 'e', 6)
show('counted sigma', sigma, 'e/angstrom^2', 6)
show('counted sigma', sigma * SI, 'C/m^2', 5)
show('linear: per cell, proper', per_cell, 'e/angstrom^2', 6)
show('linear: H, improper', H_improper, 'e/angstrom^2', 6)
show('linear: Z rescaled, own improper', Z_rescaled, 'e/angstrom^2', 6)
show('zincblende mismatch term', reference_term, 'e/angstrom^2', 6)
show('linear: Z fixed, with mismatch', Z_fixed, 'e/angstrom^2', 6)
show('faulty: H, proper', H_proper, 'e/angstrom^2', 6)
show('incomplete: Z, proper', Z_proper, 'e/angstrom^2', 6)
show('faulty: Z fixed, no mismatch', Z_uncorrected, 'e/angstrom^2', 6)
show('residual ratio, full/half strain', residual_ratio, '', 3)
print('all tests passed')
```

Running it gives:

```
substrate a, c: 3.20, 5.15 angstrom
substrate s, p levels: 4.0, -4.0 eV
layer a, c: 3.23, 5.17 angstrom
layer s, p levels: 3.0, -3.0 eV
hopping 2.0 eV at 1.95 angstrom, decay 0.6 angstrom
hopping cutoff: 3.6 angstrom
substrate u: 0.37870
relaxed layer u: 0.38011
coherent layer u: 0.37652
substrate cell area: 8.86810 angstrom^2
relaxed layer cell area: 9.03516 angstrom^2
phi substrate: 0.72844 e
phi relaxed layer: 0.72122 e
phi coherent layer: 0.73985 e
phi planar reference: 0.00000 e
phi zincblende reference: 0.75000 e
phi change on finer mesh: 2.8e-09 e
P_H substrate: 0.082142 e/angstrom^2
P_H layer: 0.079824 e/angstrom^2
P_Z substrate: -0.002431 e/angstrom^2
P_Z layer: -0.003185 e/angstrom^2
proper e31: -0.075053 e/angstrom^2
proper e33: 0.150565 e/angstrom^2
proper e15: 0.023229 e/angstrom^2
improper c31, H branch: -0.154877 e/angstrom^2
improper c31, moved-ion branch: -0.486913 e/angstrom^2
improper c33: 0.150565 e/angstrom^2
improper c113: 0.103053 e/angstrom^2
improper c131: 0.023229 e/angstrom^2
slope of P_H per eps1: -0.154877 e/angstrom^2
slope of P_Z per eps1: -0.071868 e/angstrom^2
largest tensor mismatch: 1.7e-07 e/angstrom^2
branch change of proper: 8.3e-08 e/angstrom^2
largest branch change of improper: 0.33204 e/angstrom^2
eps1 = eps2: -0.009288
eps3: 0.004644
superlattice gap: 6.032 eV
counted charge per cell: -0.011408 e
bulk phi difference: -0.011408 e
counted sigma: -0.001286 e/angstrom^2
counted sigma: -0.02061 C/m^2
linear: per cell, proper: -0.001319 e/angstrom^2
linear: H, improper: -0.001259 e/angstrom^2
linear: Z rescaled, own improper: -0.001281 e/angstrom^2
zincblende mismatch term: 0.001564 e/angstrom^2
linear: Z fixed, with mismatch: -0.001259 e/angstrom^2
faulty: H, proper: 0.000224 e/angstrom^2
incomplete: Z, proper: -0.001340 e/angstrom^2
faulty: Z fixed, no mismatch: -0.002822 e/angstrom^2
residual ratio, full/half strain: 4.044
all tests passed
```
